# Piezoelectric charge of c-axis dislocations in wurtzite crystals and junctions, part 2

The problem is the bound charge $\rho=-\nabla\cdot\mathbf P$ of an ideal straight dislocation in insulating wurtzite, in linear elasticity and piezoelectricity. Units are SI, with lengths in nanometres. The $z$ axis is the c axis; $r,\theta$ are basal polar coordinates. The displacement is $\mathbf u$, the strain $\varepsilon_{ij}=\tfrac12(\partial_iu_j+\partial_ju_i)$ and the stress $\sigma_{ij}$. The Burgers vector, of length $b$, is the increase of $\mathbf u$ on a counterclockwise circuit about the line. $C_{ij}$ are stiffnesses, $q=C_{66}/C_{11}$, and $P_0$ is the polarization along $z$ before the dislocation is introduced.

The proper piezoelectric coefficients $e_{15},e_{31},e_{33}$ enter

$$P_x=2e_{15}\varepsilon_{xz},\qquad P_y=2e_{15}\varepsilon_{yz},$$
$$P_z=e_{31}(\varepsilon_{xx}+\varepsilon_{yy})+e_{33}\varepsilon_{zz}.\tag{1}$$

Deformation also carries $P_0$ along, adding

$$\delta P_i^{\rm carried}=P_0\left(\partial_zu_i-\delta_{iz}\nabla\cdot\mathbf u\right).\tag{2}$$

For uniform $P_0$ this creates no bulk charge where $\mathbf u$ is locally smooth.

A c-axis screw has $u_z=b\theta/2\pi$ and no bulk charge. A c-axis edge with Burgers vector along $x$ has

$$u_x=\frac b{2\pi}\left[\theta+(1-q)\frac{xy}{r^2}\right],$$
$$u_y=-\frac b{2\pi}\left[q\ln r+(1-q)\frac{x^2-y^2}{2r^2}\right],\tag{4}$$

with dilatation

$$\Theta=-\frac{bq}{\pi}\frac{y}{r^2}=-\frac{bq}{\pi}\frac{\sin\theta}{r},\tag{5}$$

$$\delta P_x=\delta P_y=0,\qquad \delta P_z=(e_{31}-P_0)\Theta(x,y).\tag{6}$$

Column argument of (d): this $\delta P_z$ does not vary along $z$, so nothing accumulates in a vertical column and the edge has no charge. Result of (e): for both c-axis lines in a uniform crystal, the elastic solution with $\mathbf E=0$ also solves the coupled electromechanical problem, without a weak-coupling approximation.

The example uses $b=0.30$ nm (edge) or $0.50$ nm (screw), $q=0.3125$, $e_{15}=-0.30$, $e_{31}=-0.40$ and $P_0=-0.03$ C/m².

Question (f) asks whether the line direction is essential. An edge line lies along $x$, with its Burgers vector along $y$. The crystal is taken as elastically isotropic, but its piezoelectric law keeps the wurtzite form. Find the charge density at a point $z=0$, $y>0$.

**Solution.** Elastic isotropy allows the edge displacement to be rotated onto the new axes:

$$u_y=\frac b{2\pi}\left[\arg(y+iz)+(1-q)\frac{yz}{R_x^2}\right],$$
$$u_z=-\frac b{2\pi}\left[q\ln R_x+(1-q)\frac{y^2-z^2}{2R_x^2}\right],$$

where $R_x^2=y^2+z^2$. Differentiation gives

$$\varepsilon_{yy}=\frac b{2\pi}\left[-\frac z{R_x^2}+(1-q)\left(\frac z{R_x^2}-\frac{2y^2z}{R_x^4}\right)\right],$$
$$\varepsilon_{zz}=\frac b{2\pi}\left[-\frac{qz}{R_x^2}+2(1-q)\frac{y^2z}{R_x^4}\right],$$
$$2\varepsilon_{yz}=\frac b\pi(1-q)\frac{y(y^2-z^2)}{R_x^4}.$$

Now $P_y=2e_{15}\varepsilon_{yz}$ varies along $y$, and $P_z=e_{31}\varepsilon_{yy}+e_{33}\varepsilon_{zz}$ varies along $z$. At $z=0$ the required derivatives are

$$\partial_y(2\varepsilon_{yz})=-\frac{b}{2\pi y^2}\,2(1-q),$$
$$\partial_z\varepsilon_{yy}=-\frac{b}{2\pi y^2}(2-q),\qquad \partial_z\varepsilon_{zz}=\frac b{2\pi y^2}(2-3q).$$

Therefore, before any response of the crystal to the resulting field,

$$\rho=-\frac b{2\pi y^2}\left[-2(1-q)e_{15}-(2-q)e_{31}+(2-3q)e_{33}\right].\tag{7}$$

For $b=0.30$ nm, $q=0.3125$, $e_{15}=-0.30$, $e_{31}=-0.40$ and $e_{33}=0.80$ C/m², the bracket is $0.4125+0.6750+0.8500=1.9375$ C/m². At $y=10$ nm the charge density is $-5.77\times10^{-3}\,e/\text{nm}^3$, where $e$ without indices is the elementary charge. The same kind of dislocation that has no bulk charge when it runs along c has one here. Equation (7) holds away from the line and leaves out any charge concentrated on the line itself. The carried polarization contributes to that line charge: its outward flux through a circle about the line is $P_0\oint du_y=P_0b$, which means a charge $-P_0b$ per unit length. The strain-induced polarization contributes too. Integrating its normal component over the circle, with the strains above, gives a further charge per unit length inside the circle, $-\tfrac b4\left[2(1-q)e_{15}-(1+q)e_{31}+(1-3q)e_{33}\right]$. For the values above this is $-0.076\,e/\text{nm}$, while $-P_0b$ is $+0.056\,e/\text{nm}$ if $P_0=-0.03$ C/m². The two numbers differ in kind. The bulk charge falls as $1/R_x^2$ and averages to zero over angle, so the strain-induced charge inside a contour does not depend on the contour's size but does depend on its shape. An ellipse twice as long in $y$ as in $z$ encloses $-0.36\,e/\text{nm}$, and one twice as long in $z$ encloses $+0.078\,e/\text{nm}$; this part is therefore not a unique line charge. The term $-P_0b$ is the same for every contour, but it changes with the allowed value chosen for $P_0$. The continuum theory does not fix the charge of the core. For the edge, the cancellation in the first half comes from the alignment of the line with the c axis, together with the wurtzite form of the piezoelectric law. A screw is different: if it lies along $x$, its only displacement is $u_x(y,z)$, so only $P_x$ changes. This change does not vary along $x$, and there is again no bulk charge.

### (g) An edge crossing a junction

**Question.** Layer 1 fills $z<0$ and layer 2 fills $z>0$. An edge along c crosses their flat, coherent junction. Find the charge it adds there.

**Solution.** Let the two layers have equal elastic constants. The edge displacement then continues unchanged through the junction. Its normal stress $\sigma_{zz}=C_{13}\Theta$ is continuous because $C_{13}$ is equal on both sides, and there is no shear traction on this plane. Free surfaces are taken to be far away.

Each $P_0$ is the polarization of its layer in zero field before the dislocation is introduced, including the part due to coherent misfit. The two values are chosen consistently, so that $P_{0,1}-P_{0,2}$ is the initial polarization sheet charge, counted before the layers respond to its field. The charge added by the edge is counted in the same way; the permittivity in (h) accounts for the response.

Integrating $\rho=-\nabla\cdot\mathbf P$ through a thin box across the junction gives a sheet charge $P_{z,1}-P_{z,2}$. Write $\Delta X=X_2-X_1$. The part added by the edge is

$$\delta\sigma=-\Delta(e_{31}-P_0)\,\Theta=\frac{A\sin\theta}{r},$$
$$A=\frac{bq}{\pi}\,\Delta(e_{31}-P_0).\tag{8}$$

The $P_0$ term can also be found by following a marked patch of the junction. Per unit original area its charge becomes $-\Delta P_0-\Delta e_{31}\Theta$. Its area grows by the factor $1+\Theta$, so to first order the charge per present area is

$$\frac{-\Delta P_0-\Delta e_{31}\Theta}{1+\Theta}\simeq-\Delta P_0-(\Delta e_{31}-\Delta P_0)\Theta .$$

Subtracting the initial $-\Delta P_0$ gives (8). The proper coefficient thus counts charge on a marked patch, while $e_{31}-P_0$ counts charge per present area.

The compressed and stretched sides carry opposite charges, and the sum on every circle about the line is zero. If the two layers have the same $e_{31}-P_0$, the added sheet charge vanishes, as it must in a uniform crystal. The edge creates charge here because the polarization in a vertical column changes at the junction, although it is constant within each layer.

For the example let the upper layer have $e_{31}=-0.55$ and $P_0=-0.08$ C/m², and keep the lower values $-0.40$ and $-0.03$ C/m². Then

$$\Delta(e_{31}-P_0)=(-0.47)-(-0.37)=-0.10\ \text{C/m}^2,$$
$$A=\frac{0.30\times10^{-9}\times0.3125}{\pi}(-0.10)=-2.98\times10^{-12}\ \text{C/m}.$$

At $r=10$ nm and $\theta=90^\circ$, $\delta\sigma=-2.98\times10^{-4}$ C/m², or $-1.86\times10^{-3}\,e/\text{nm}^2$.

### (h) The potential of the junction charge

**Question.** Both layers have the same isotropic permittivity $\epsilon$, and no mobile carriers screen the charge. Find the potential $\varphi$ produced by (8).

**Solution.** Strain may also change the permittivity, say by the same $\delta\epsilon$ in both layers. If the junction already has a sheet charge $\sigma_0$, the normal field jumps there by $\sigma_0/\epsilon$, and the change acts as an extra sheet charge $-\sigma_0\,\delta\epsilon/\epsilon$. This is first order in strain and can be as large as the $P_0$ term in (8). It is left out here, so the result is the potential of the charge (8) alone. Away from the junction $\nabla^2\varphi=0$. On it $\varphi$ is continuous, and Gauss's law requires

$$-\epsilon\left(\partial_z\varphi\big|_{0^+}-\partial_z\varphi\big|_{0^-}\right)=A\frac y{r^2}.$$

The charge is symmetric under $z\to-z$, so it is enough to solve for $z>0$ with $\partial_z\varphi|_{0^+}=-(A/2\epsilon)\,y/r^2$. Since $y/r^2=\partial_y\ln r$, we first seek a harmonic function $\psi$ whose $z$ derivative becomes $\ln r$ on the plane.

Let $R=\sqrt{r^2+z^2}$. The function $\ln(R+z)$ is harmonic: its radial derivative is $(1-z/R)/r$, so its basal Laplacian is $(1/r)\partial_r(1-z/R)=z/R^3$. Its first $z$ derivative is $1/R$, so its second is $-z/R^3$. The two cancel. Now take

$$\psi=z\ln(R+z)-R .$$

The Laplacian of the first term is $2\,\partial_z\ln(R+z)=2/R$, and $\nabla^2R=2/R$, so $\psi$ is harmonic. Moreover, $\partial_z\psi=\ln(R+z)+z/R-z/R=\ln(R+z)$, which becomes $\ln r$ at $z=0$. The potential is thus $-(A/2\epsilon)\partial_y\psi$. Its derivative follows from

$$\partial_y\psi=\frac{zy}{R(R+z)}-\frac yR=-\frac{y}{R+z}.$$

Using $r^2=(R-z)(R+z)$ and restoring $|z|$ for both sides, we obtain

$$\varphi=\frac{A}{2\epsilon}\sin\theta\,\frac{\sqrt{r^2+z^2}-|z|}{r}.\tag{9}$$

Any other bounded solution differs from this by a constant. The constant is zero because the charge is odd in $y$ and the potential is chosen to be odd as well.

On the junction $\varphi=(A/2\epsilon)\sin\theta$, which does not depend on $r$. The charge falls as $1/r$, but the area that contributes at each scale grows so as to keep the potential unchanged. This holds well outside the core and well below the distance at which screening, another dislocation or the finite size of the layers enters. For $|z|\gg r$, equation (9) becomes $\varphi\simeq Ay/(4\epsilon|z|)$.

With relative permittivity 10, $A/2\epsilon=-16.9$ mV. At $r=10$ nm and $\theta=90^\circ$ the potential is therefore $-16.9$ mV on the junction. At heights of 5, 10 and 20 nm, the geometric factors are 0.618, 0.414 and 0.236, and the potentials are $-10.4$, $-7.0$ and $-4.0$ mV. The charge (8) raises the electrostatic energy of an electron on the junction at $\theta=90^\circ$, in the middle of the compressed side, by about 17 meV. The permittivity effect left out above and any direct shift of the band edge by strain must be added separately. The value also assumes a junction without carriers. The same parameters give an initial sheet charge of $+0.05$ C/m², or $3\times10^{13}\,e/\text{cm}^2$, whose unscreened field $\sigma_0/2\epsilon$ is 2.8 MV/cm. A real junction of this kind usually collects an electron gas. Such a gas screens over a length of order a nanometre, makes the potential fall with $r$ and reduces it at 10 nm by roughly an order of magnitude.

Unlike the bulk result in (e), this potential also leaves out electrical feedback: its field strains the crystal, and that strain is neglected here. A crude scale for the neglected feedback is $e_{33}^2/(\epsilon C_{44})$. With $e_{33}=0.80$ C/m² and $C_{44}=100$ GPa it is 0.072. This pairs the largest coefficient with the softest stiffness. The matched ratios are smaller: $e_{33}^2/(\epsilon C_{33})=0.018$ with $C_{33}=400$ GPa, and $e_{15}^2/(\epsilon C_{44})=0.010$. They suggest a feedback of one to two percent. These are estimates of size, not error bounds.

### (i) A screw at a junction or a free surface

**Question.** Does a c-axis screw add piezoelectric charge at the same junction? Does the answer change where it ends on a free c-plane face?

**Solution.** At the junction let $C_{44}$ be equal in both layers, as already assumed, and neglect any difference in Burgers length caused by different c spacings. The screw field continues through it, and its strain gives $\delta P_z=0$. The junction is tilted by a small angle of order $b/r$, but the strain-induced in-plane polarization is itself first order. Its component normal to the tilted plane is second order. The change of area is also second order. Hence

$$\delta\sigma_{\rm screw}=0\tag{10}$$

at first order, even if $e_{15}$ differs between the layers.

This does not mean that the potential must stay unchanged. If the junction already has a sheet charge $\sigma_0$, the screw carries that sheet to the height $b\theta/2\pi$. Since $\theta$ grows by $2\pi$ in a turn, the sheet has a step of height $b$ that starts at the line, and the potential depends on where this step lies. Raising a charge $\sigma_0$ by a height $h$ adds a dipole $\sigma_0h$ per area. The screw can thus alter the potential at first order without adding areal charge. The effect need not be small: with $\sigma_0=0.05$ C/m², $b=0.50$ nm and relative permittivity 10, its unscreened scale $\sigma_0b/\epsilon$ is 0.28 V, well above the 17 mV of the edge.

Now let the crystal occupy $z>0$ and end at a free face $z=0$. The infinite-crystal screw has shear traction $\sigma_{\theta z}=C_{44}b/(2\pi r)$ on this face, which must be removed. Add a twist $\mathbf u=v(r,z)\hat{\boldsymbol\theta}$. It has no divergence, so the balance of its $y$ component $v\cos\theta$ is

$$C_{66}(\partial_x^2+\partial_y^2)(v\cos\theta)+C_{44}\partial_z^2(v\cos\theta)=0 .$$

With $s^2=C_{66}/C_{44}$ and $Z=sz$, this says that $v\cos\theta$ is harmonic in $(x,y,Z)$. Part (h) supplies such a function: turning its $y$ direction into $x$, we may take

$$v=\frac{Br}{\sqrt{r^2+Z^2}+Z}.$$

It decays into the crystal. The same part gives $\partial_Zv=-B/r$ at the face, so $\partial_zv=-sB/r$. The total traction vanishes when

$$C_{44}\left(\frac b{2\pi r}-\frac{sB}{r}\right)=0,\qquad B=\frac b{2\pi s}.$$

The twist has $\varepsilon_{zz}=0$ and $\varepsilon_{xx}+\varepsilon_{yy}=0$. Its polarization, including the carried part, is

$$\delta\mathbf P=(e_{15}+P_0)\,\partial_zv(r,z)\,\hat{\boldsymbol\theta}.$$

This vector runs around the line and does not vary with $\theta$, so its divergence is zero. It has no $z$ component and adds no piezoelectric sheet charge to the face. As at the junction, an existing surface charge is still moved by the height change of the screw.

The edge behaves differently at a free face. Its normal stress $C_{13}\Theta$ must be removed there, and the relaxation makes the strain depend on $z$. The column argument of (d) then no longer applies near the face, and formula (8) cannot be transferred to it. The junction result requires a distance to the nearest free surface that is large compared with the distances $r$ and $|z|$ at which it is used.

Numbers in the example were calculated in double precision.
